# Electron Entry into the Hafnia Conduction Band Through a Silica Layer

## Problem

A gate stack on silicon consists of silica, of thickness $t_1=1$ nm and relative permittivity $\varepsilon_1=3.9$, followed by hafnia, of thickness $t_2=3$ nm and relative permittivity $\varepsilon_2=20$. A metal gate lies on the hafnia and is positive, so electrons tunnel from the silicon towards the gate. The conduction-band edge of hafnia lies $\phi=1.5$ eV above that of silicon when no field is present. For silica the corresponding step is $\Phi_1=3.1$ eV, a rough typical value.

Let $V$ be the voltage across the two dielectrics together. Consider an electron at the silicon conduction-band edge, at the silicon surface, with no wavevector parallel to the layers.

(a) How does $V$ divide between the two layers?

(b) At what voltage $V_{\rm in}$ does the electron, on leaving the silica, find itself directly in the hafnia conduction band?

(c) Which barrier does the hafnia present at lower voltages?

(d) Estimate the tunnelling exponent on both sides of $V_{\rm in}$. Does the current jump there?

Take uniform layers with abrupt interfaces and no trapped charge. Neglect the lowering of the barrier by image forces and the quantization of electron levels at the silicon surface. For part (d), use the model tunnelling masses $m_1=0.5\,m_e$ in silica and $m_2=0.2\,m_e$ in hafnia. Electronvolts, volts and nanometres are the natural units here.

## Hints

1. Without charge at the inner interface, the normal component of the electric displacement is continuous. The electric field is not.
2. Draw the hafnia band edge as a function of position, with the electron's energy as zero. Where is it highest?
3. The band edge at the gate end of the hafnia depends on the total voltage. The edge at the silica side depends on the silica drop alone.
4. For a barrier that falls linearly, use the barrier height itself as the integration variable in the WKB integral.
5. Just below $V_{\rm in}$, both the height and the width of the remaining hafnia barrier are small. Find the power of $V_{\rm in}-V$ that results.

## Solution

### (a) Division of the voltage

Let $x$ run from the silicon surface to the gate, and let $u(x)$ be the electrostatic potential, with $u(0)=0$ and $u(t_1+t_2)=V$. There is no charge inside the layers, so $u$ rises linearly in each. Call the two rises $V_1$ and $V_2$. The slopes of $u$ are $V_1/t_1$ and $V_2/t_2$, and continuity of the displacement gives

$$
\frac{\varepsilon_1V_1}{t_1}=\frac{\varepsilon_2V_2}{t_2}.
$$

Solving for the hafnia drop,

$$
V_2=rV_1,\qquad r=\frac{\varepsilon_1t_2}{\varepsilon_2t_1}.
$$

Since $V=V_1+V_2=(1+r)V_1$,

$$
V_1=\frac{V}{1+r},\qquad V_2=\frac{rV}{1+r}.
$$

For this stack,

$$
r=\frac{3.9\times3}{20\times1}=0.585.
$$

The hafnia is three times as thick as the silica, yet it takes the smaller part of the voltage, because its larger permittivity reduces its field.

### (b) The entry voltage

An electron has charge $-e$, so a potential $u$ changes its energy by $-eu$. The conduction-band edge therefore falls towards the positive gate. Take the electron's energy as zero and let $y=x-t_1$ be the distance into the hafnia. The hafnia band edge is

$$
U(y)=\phi-eV_1-eV_2\frac{y}{t_2},\qquad 0\le y\le t_2.
$$

For $V>0$ this is highest at $y=0$. If the edge has reached the electron's energy there, it lies below that energy everywhere else in the hafnia. The condition for direct entry is thus $U(0)=0$, or $eV_1=\phi$. Inserting $V_1=V/(1+r)$ gives

$$
V_{\rm in}=(1+r)\frac{\phi}{e}.
$$

With the numbers of the problem,

$$
V_{\rm in}=1.585\times1.5\ {\rm V}=2.3775\ {\rm V}\approx2.38\ {\rm V}.
$$

At this voltage the silica drop is 1.5 V and the hafnia drop is 0.8775 V. The fields are 1.5 V/nm in the silica and 0.2925 V/nm in the hafnia. The silica field, 15 MV/cm, lies above the breakdown field of about 10 MV/cm commonly quoted for thick silica films. Whether a given 1 nm film survives it, and for how long, is a separate question that this calculation does not answer.

**What the voltage means.** $V_{\rm in}$ is not the voltage applied to the gate terminal. That voltage also contains the work-function difference between gate and silicon, and the potential drop inside the silicon. Nor does the result apply to electrons injected from the gate, since they meet the hafnia first.

**Limits.** If the hafnia is very thin or its permittivity very large, $r\to0$ and $V_{\rm in}\to\phi/e$: nearly all the voltage then falls across the silica. If the silica is made very thin at fixed hafnia thickness, $r$ grows without bound, and so does $V_{\rm in}$. A vanishing silica layer has no voltage drop with which to lower the inner edge of the hafnia. Finally, equal permittivities would give equal fields, $r=t_2/t_1=3$, and an entry voltage of $4\times1.5=6.0$ V. The difference between 6.0 V and 2.38 V shows how much the permittivities matter.

**Sensitivity.** An error of 0.1 eV in $\phi$ moves $V_{\rm in}$ by $1.585\times0.1\approx0.16$ V. The part of $V_{\rm in}$ that falls across the hafnia, 0.8775 V, is inversely proportional to $\varepsilon_2$, so a 10% change in this permittivity moves the result by roughly 0.09 V. The figure 2.38 V is therefore a property of the stated parameters, and a real stack is not known to the same precision.

**The neglected quantization.** At entry the displacement in the silica is $\varepsilon_0\varepsilon_1\times1.5$ V/nm, which corresponds to about $3.2\times10^{13}$ elementary charges per cm$^2$ at the silicon surface. If nearly all of these are electrons, they form a degenerate layer in a narrow well, and their lowest level lies a few tenths of an electronvolt above the band edge. An electron in such a level needs a smaller silica drop to enter the hafnia band. Each 0.1 eV lowers the entry voltage by about 0.16 V, so for real surface electrons the entry voltage is lower by around half a volt. The value 2.38 V belongs to the idealized electron at the band edge.

### (c) The three regimes

At the gate end of the hafnia,

$$
U(t_2)=\phi-eV_1-eV_2=\phi-eV.
$$

This depends on the total voltage, however it divides. The signs of $U(0)$ and $U(t_2)$ separate three regimes.

- For $0<V<\phi/e=1.5$ V, both ends lie above the electron's energy. The hafnia barrier is a trapezoid, and the electron must tunnel through the whole stack.
- For $1.5\ {\rm V}<V<2.38$ V, the inner end lies above the electron's energy and the gate end below it. The hafnia barrier is a triangle, as in Fowler-Nordheim tunnelling. The electron enters the conduction band at a point inside the hafnia.
- For $V\ge V_{\rm in}$, no hafnia barrier is left. The electron tunnels through the silica alone.

In the third regime the silica barrier is still a trapezoid as long as its far end lies above the electron's energy, that is, for $eV_1<\Phi_1$. Formally this holds up to $V=1.585\times3.1\approx4.9$ V. That value is only a boundary of the model: the silica field there would be 3.1 V/nm, about three times the usual breakdown field, so a real stack would not be expected to reach it. Direct entry into the hafnia band thus begins well before the silica barrier itself becomes triangular.

### (d) The tunnelling exponent

In the WKB approximation the transmission is roughly $e^{-S}$, with

$$
S=2\int\kappa\,dx,\qquad \kappa=\frac{\sqrt{2mU}}{\hbar},
$$

where the integral covers the region with $U>0$. Factors in front of the exponential are left out.

Consider one layer of thickness $t$ and mass $m$. Let its barrier have height $h>0$ at the entrance and fall linearly by an energy $v>0$ across the layer. At distance $y$ from the entrance the height is $w=h-vy/t$, so $dy=-(t/v)\,dw$. The integration starts at $w=h$. It ends at $w=h-v$ if the barrier extends through the whole layer, and at $w=0$ if the electron emerges earlier. Both cases are covered by the end value $w_{\rm end}=\max(h-v,0)$. The minus sign in $dy$ reverses the limits:

$$
S=\frac{2\sqrt{2m}}{\hbar}\,\frac{t}{v}\int_{w_{\rm end}}^{h}\sqrt w\,dw
=\frac{4\sqrt{2m}}{3\hbar}\,\frac{t}{v}\left[h^{3/2}-w_{\rm end}^{3/2}\right].
$$

If $h\le0$, the layer has no barrier and $S=0$. For the silica, $h=\Phi_1$ and $v=eV_1$. For the hafnia, $h=\phi-eV_1$ and $v=eV_2$.

For a free electron mass and a barrier of 1 eV, $\kappa=5.1232$ nm$^{-1}$. At $V_{\rm in}$ the silica barrier falls from 3.1 eV to 1.6 eV, so

$$
S_1=\frac43\times5.1232\sqrt{0.5}\times\frac{1}{1.5}\left(3.1^{3/2}-1.6^{3/2}\right)\approx11.06.
$$

The same formulas give the other entries:

| $V$ (V) | $S_1$, silica | $S_2$, hafnia | $S_1+S_2$ |
|---:|---:|---:|---:|
| 1.0000 | 12.08 | 11.34 | 23.42 |
| 1.5000 | 11.73 | 6.82 | 18.55 |
| 2.0000 | 11.35 | 1.44 | 12.80 |
| 2.3775 | 11.06 | 0.00 | 11.06 |
| 2.6000 | 10.88 | 0.00 | 10.88 |

Between 1.5 V and $V_{\rm in}$ the total exponent falls by about 7.49, so $e^{-S}$ grows by a factor of about $1.8\times10^3$. Most of this comes from the hafnia, whose exponent falls by 6.82. From $V_{\rm in}$ to 2.6 V the total falls by only 0.18, a growth of about 20%. Once the hafnia barrier has gone, further voltage changes the exponent only through the slowly changing silica barrier.

**The approach to the threshold.** In the triangular regime $w_{\rm end}=0$. The entrance height can be written in terms of the distance from $V_{\rm in}$, because $\phi=eV_{\rm in}/(1+r)$:

$$
h=\phi-\frac{eV}{1+r}=\frac{e(V_{\rm in}-V)}{1+r}.
$$

The drop is $v=erV/(1+r)$. Inserting both,

$$
S_2=\frac{4\sqrt{2m_2}}{3\hbar}\,
\frac{t_2(1+r)}{erV}
\left[\frac{e(V_{\rm in}-V)}{1+r}\right]^{3/2}.
$$

The powers of $e$ combine to $e^{3/2-1}=e^{1/2}$, and those of $1+r$ to $(1+r)^{1-3/2}=(1+r)^{-1/2}$. Hence

$$
S_2=C\,\frac{(V_{\rm in}-V)^{3/2}}{V},\qquad
C=\frac{4\sqrt{2m_2e}}{3\hbar}\,\frac{t_2}{r\sqrt{1+r}}.
$$

The power $3/2$ has a direct reading. The height of the triangle is proportional to $V_{\rm in}-V$. Its width is $t_2h/v$, which near the threshold is also proportional to $V_{\rm in}-V$. The exponent scales as width times the square root of height, which gives $1+\tfrac12=\tfrac32$.

Differentiating the product of $(V_{\rm in}-V)^{3/2}$ and $1/V$,

$$
\frac{dS_2}{dV}=-C\left[
\frac{3}{2}\frac{(V_{\rm in}-V)^{1/2}}{V}
+\frac{(V_{\rm in}-V)^{3/2}}{V^2}\right].
$$

Both terms vanish as $V\to V_{\rm in}$ from below. Above $V_{\rm in}$, $S_2$ is zero and so is its slope. The exponent and its first derivative are therefore continuous. The second derivative is not: its leading term below the threshold is $\frac34C(V_{\rm in}-V)^{-1/2}/V$, which diverges.

The numbers show the vanishing slope. The ratio $S_2/(V_{\rm in}-V)$ is the mean rate at which $S_2$ falls between $V$ and $V_{\rm in}$. It is 2.56 V$^{-1}$ at 0.200 V below the threshold, 1.20 V$^{-1}$ at 0.050 V below, and 0.23 V$^{-1}$ at 0.002 V below.

The answer to the last question is that the WKB exponent gives neither a jump in the current nor a jump in its slope at $V_{\rm in}$. The entry voltage marks a change in the path of the electron, not a switch that turns the current on.

This statement has a limit of its own. When $S_2$ is no longer large compared with 1, WKB is not a controlled approximation for the hafnia barrier. At 2.0 V, $S_2$ is already only 1.44. The $3/2$ law describes the WKB exponent. A full solution of the Schrödinger equation would also contain reflection at the interfaces, which this estimate leaves out. In a linear potential of slope $F$ the wave function passes from decaying to oscillating over the energy scale $(\hbar^2F^2/2m_2)^{1/3}$. For $F=0.2925$ eV/nm this is 0.25 eV, which corresponds to about 0.4 V in $V$. Within that distance of $V_{\rm in}$ WKB fails on both sides. The full transmission passes smoothly through $V_{\rm in}$, without the divergent second derivative, and goes on rising above it faster than $e^{-S}$. For this band profile it grows by about 70% between $V_{\rm in}$ and 2.6 V if nothing is reflected at the gate, and reflection at the gate changes that figure further. The growth of 20% found above therefore describes the exponential factor alone and is not a prediction for the current.

The numerical output includes a check of the entry voltage against a grid solution of Gauss's law, and of the exponents against direct integration over the resulting band profile.

## Variation 1: a thermally excited electron

**Question.** The electron now has energy $E$ above the silicon band edge, with $0<E<\phi$, in its motion normal to the layers. How does the entry voltage change? Evaluate the shift for $E=k_BT$ at 300 K.

**Solution.** Every barrier height, measured from the electron's energy, is reduced by $E$. The condition at the inner interface becomes $\phi-eV_1-E=0$, so

$$
V_{\rm in}(E)=(1+r)\frac{\phi-E}{e}.
$$

At 300 K, $k_BT=25.85$ meV. The shift is $-1.585\times25.85\ {\rm mV}\approx-41$ mV, and the entry voltage becomes 2.3365 V. The shift exceeds $k_BT/e$ because only the fraction $1/(1+r)$ of the total voltage acts at the inner interface.

The relation can also be read at fixed voltage. Below $V_{\rm in}$, direct entry is open to electrons with at least

$$
E_{\min}=\phi-\frac{eV}{1+r}.
$$

At 2.0 V this is $1.5-2.0/1.585\approx0.238$ eV, or about $9.2\,k_BT$. In a nondegenerate electron population, the Boltzmann factor at this energy would be about $10^{-4}$ relative to the band edge. That factor does not describe the silicon surface in this stack. At 2.0 V the silica field corresponds to about $2.7\times10^{13}$ electrons per cm$^2$, a degenerate population, and its supply of electrons must be found from Fermi-Dirac statistics and the quantized levels. At this density the lowest quantized level of a Si(100) surface lies roughly 0.35 to 0.4 eV above the band edge, which is above $E_{\min}$, so real surface electrons already enter the hafnia band directly at 2.0 V. At lower voltages, where a hafnia barrier remains for them, thermal-field emission combines the occupation of the levels, which falls with energy, with a transmission that rises with energy. The total current needs an integral over $E$, and the shift found here for one energy does not replace it.

## Variation 2: charge at the inner interface

**Question.** A sheet of fixed charge, $\sigma$ per unit area, lies at the silica-hafnia interface. Find the new entry voltage for the electron at the band edge, and evaluate it for $10^{12}$ positive elementary charges per cm$^2$.

**Solution.** The displacement along $+x$ is $-\varepsilon_0\varepsilon\,du/dx$. Gauss's law requires its value in the hafnia minus its value in the silica to equal $\sigma$:

$$
-\frac{\varepsilon_0\varepsilon_2V_2}{t_2}+\frac{\varepsilon_0\varepsilon_1V_1}{t_1}=\sigma.
$$

Solving for $V_2$ and adding $V_1$,

$$
V_2=rV_1-\frac{\sigma t_2}{\varepsilon_0\varepsilon_2},\qquad
V=(1+r)V_1-\frac{\sigma t_2}{\varepsilon_0\varepsilon_2}.
$$

Entry still requires $eV_1=\phi$, so

$$
V_{\rm in}(\sigma)=(1+r)\frac{\phi}{e}-\frac{\sigma t_2}{\varepsilon_0\varepsilon_2}.
$$

For the given charge the last term is 27.14 mV, and the entry voltage falls to 2.3504 V. Positive charge at the interface lowers the energy of an electron there, so less applied voltage is needed. Negative charge has the opposite effect.

The formula assumes that the hafnia edge still falls towards the gate, that is, $V_2>0$ at entry. Here $V_2=0.8775-0.0271\approx0.850$ V, so the condition holds. It would fail when the charge term reached 0.8775 V, at about $0.8775/0.02714\approx32$ times the given charge density. Beyond that, the hafnia edge would rise towards the gate, and an electron entering at the interface would meet a new barrier further on.

## Table of computed values

```
silica thickness            1.0 nm
hafnia thickness            3.0 nm
silica permittivity         3.9 (relative)
hafnia permittivity         20.0 (relative)
silicon-hafnia barrier      1.50 eV
silicon-silica barrier      3.10 eV
masses silica, hafnia       0.50, 0.20 m_e
ratio r = V2/V1             0.5850 (formula)
ratio V2/V1 from Poisson    0.5850
entry voltage, formula      2.3775 V
entry voltage, root search  2.3775 V
silica drop at entry        1.5000 V
hafnia drop at entry        0.8775 V
silica field at entry       1.5000 V/nm
hafnia field at entry       0.2925 V/nm
equal-field wrong answer    6.0000 V
kappa at 1 eV, free mass    5.1232 1/nm
WKB exponents (dimensionless): V, silica, hafnia, total
  1.0000 V   12.0836   11.3389   23.4225
  1.5000 V   11.7267   6.8190   18.5458
  2.0000 V   11.3533   1.4431   12.7964
  2.3775 V   11.0587   0.0000   11.0587
  2.6000 V   10.8791   0.0000   10.8791
power of (V_in - V) in S2*V 1.5000
S2/(V_in-V) at 0.200 V below 2.5556 1/V
S2/(V_in-V) at 0.050 V below 1.1955 1/V
S2/(V_in-V) at 0.002 V below 0.2343 1/V
temperature                 300 K
thermal energy kT           25.85 meV
entry voltage at E = kT     2.3365 V
thermal shift               -40.98 mV
interface charge density    1.0e+12 e/cm^2
entry voltage with charge   2.3504 V
charge shift                -27.14 mV
```
